The second Runge-Gross step and its surface condition

Take the 1s density n₀ of a hydrogen atom and a potential w made by two small charged balls near the nucleus. Integrate w ∇·(n₀∇w) over a ball of radius 12 bohr, and separately integrate n₀|∇w|². The results are −0.669919 and +0.669919 (hartree/bohr)². At a radius of 1 bohr they do not cancel: they are −0.528033 and +0.463251. Their sum is a surface integral. Its disappearance at large radius is what allows a density, for a given initial state and potentials with Taylor expansions in time, to determine the potential that drives it up to a function of time alone.

**1. Where the equation comes from**

Hartree atomic units are used. Two systems of interacting electrons start at t₀ in the same state, with density n₀, and evolve in real scalar potentials v(r,t) and v′(r,t). Here v is the potential energy of an electron. Both potentials are assumed to equal their Taylor series in time near t₀ (a difference proportional to exp[−1/(t − t₀)²], all of whose derivatives vanish at t₀, is thereby excluded), and the states, densities and currents are assumed regular enough to be expanded to the orders used below. Define

w_k(r) = ∂ᵗᵏ(v − v′) at t = t₀, (1)

where ∂ᵗᵏ is the k-th time derivative. Let k be the lowest order at which w_k is not constant in space. If there is no such k, the potentials differ by a function of time alone, which changes the phase of the state but not its density.

The constants of order below k can be removed in the same way, by adding a function of time to v′. With τ = t − t₀,

v − v′ = w_k τᵏ/k! + O(τᵏ⁺¹). (2)

The two states agree at τ = 0, and (2) is the only source of a difference between them. Integrating the Schrödinger equation once in time gives Ψ − Ψ′ = O(τᵏ⁺¹).

The current operator is ĵ(r) = ½ Σᵢ [pᵢδ(r − rᵢ) + δ(r − rᵢ)pᵢ], and its mean obeys ∂ₜj = i⟨[H, ĵ]⟩. Since p = −i∇, we have [v, p] = i∇v, so the external potential contributes i·i n∇v = −n∇v. The kinetic and interaction terms contribute some G[Ψ], the same functional of the state in both systems:

∂ₜj = −n∇v + G[Ψ]. (3)

Subtract the primed equation:

∂ₜ(j − j′) = −n∇(v − v′) − (n − n′)∇v′ + G[Ψ] − G[Ψ′]. (4)

The last three terms are O(τᵏ⁺¹), because the states differ only at that order. In the first term n may be replaced by n₀ at leading order. Thus

∂ₜ(j − j′) = −n₀∇w_k τᵏ/k! + O(τᵏ⁺¹),
j − j′ = −n₀∇w_k τᵏ⁺¹/(k+1)! + O(τᵏ⁺²). (5)

Continuity, ∂ₜ(n − n′) = −∇·(j − j′), turns the minus sign into a plus. One more time integration gives

n − n′ = ∇·(n₀∇w_k) τᵏ⁺²/(k+2)! + O(τᵏ⁺³). (6)

The currents therefore differ wherever n₀∇w_k ≠ 0. The densities are certain to differ only if the divergence in (6) is not zero everywhere. A current can change without changing the density if its change has no divergence, and this is the possibility to be excluded.

**2. The uniqueness statement**

Write w for w_k. The assumptions are:

(a) n₀ ≥ 0 has a finite integral N, is locally Lipschitz (its difference quotients are bounded in any bounded region), and vanishes on no open set;
(b) w is real and twice continuously differentiable;
(c) there are radii R_j → ∞ for which the surface integral

S(R) = ∮ n₀ w ∇w·dS over |r| = R (7)

tends to zero.

The claim is that ∇·(n₀∇w) = 0 throughout space then forces w to be constant.

The product rule, applied to w times the vector n₀∇w, gives

∇·(w n₀∇w) = w ∇·(n₀∇w) + n₀|∇w|². (8)

Integrate over the ball |r| < R and define

D(R) = ∫ w ∇·(n₀∇w) d³r, K(R) = ∫ n₀|∇w|² d³r. (9)

The divergence theorem converts the left side of (8) into S(R), so

D(R) + K(R) = S(R). (10)

A nuclear cusp in n₀ does no harm. Cut out a sphere of radius ε around the nucleus: the vector w n₀∇w is bounded there, and the area 4πε² tends to zero, so the extra surface contributes nothing.

Now suppose that ∇·(n₀∇w) = 0. Then D(R) = 0 and

K(R) = S(R) for every R. (11)

The integrand of K is nonnegative, so K(R) cannot decrease as R grows. For any fixed R and all R_j > R,

0 ≤ K(R) ≤ K(R_j) = S(R_j) → 0. (12)

Hence K(R) = 0 for every R. A continuous nonnegative integrand with zero integral is zero, so ∇w = 0 wherever n₀ > 0. By (a), points with n₀ > 0 lie arbitrarily close to every point of space. Since ∇w is continuous, it vanishes everywhere, and w is constant. ∎

A nodal surface of n₀ is therefore harmless, but an empty region is not. If n₀ = 0 throughout an open region, a smooth w that varies only inside it gives n₀∇w = 0 everywhere. At t₀ no electron is there to feel the difference. The densities can still come to differ later, once electrons enter the region, but this argument does not show it.

**3. What the positive integral means**

By definition w_k is not constant, so under (a) to (c) its divergence cannot vanish everywhere, and (6) makes the densities differ at order k+2. If K(R) has a finite limit K, (10) along the radii R_j also gives D(R_j) → −K. When the time derivatives may be taken under the integral,

∂ᵗᵏ⁺² ∫ w_k(n − n′) d³r = −K < 0 at t₀. (13)

The extra force on an electron is −∇w_k τᵏ/k! at leading order. It pushes electrons towards lower w_k, and (13) states that the density-weighted mean of w_k falls below its value in the primed system. The mean itself need not fall: if the primed density is already moving, that motion can raise it at lower order in τ. For one electron, K is the mean square of ∇w_k in the initial state.

Relations (6) and (13) were tested in one dimension, by propagating an oscillator ground state with w = 1/√(1+x²) added either suddenly (k = 0) or in proportion to time (k = 1). The density difference at 0.02 atomic units of time, multiplied by (k+2)!/τᵏ⁺², agrees with d(n₀ dw/dx)/dx. On a finite-difference grid of spacing 0.025 bohr, the largest errors are 0.38% and 0.24% of the largest predicted value, and the corresponding derivatives of the w moment are −0.08680 and −0.08682, against −K = −0.08686. Part of this is grid error: with the spatial representation converged, the errors are 0.30% and 0.17% and the derivatives are −0.08683 and −0.08684. This checks the sign and the factorials for one electron at these two orders.

**4. Potentials of finite charge distributions**

Condition (c) can be proved for an important class of potentials. Let

w(r) = c + ∫ ρ(r′)/|r − r′| d³r′, (14)

where c is a constant and ρ is continuously differentiable and zero outside |r′| = a. Positive ρ raises the energy of an electron, so the physical charge density is −ρ.

This w satisfies (b). With u = r − r′, one derivative can be moved onto ρ:

∂ᵢw = ∫ ∂ᵢρ(r − u)/|u| d³u = ∫ ∂′ᵢρ(r′)/|r − r′| d³r′. (15)

A second derivative acts on 1/|r − r′| and produces a kernel of size 1/|r − r′|². That kernel is integrable in three dimensions, so the second derivatives exist and are continuous.

Let Q̄ = ∫|ρ| d³r. If |r| = R ≥ 2a, every source point satisfies |r − r′| ≥ R − a ≥ R/2. Therefore

|w − c| ≤ 2Q̄/R, |∇w| ≤ 4Q̄/R². (16)

Let N′(R) = ∮ n₀ dS be the density integrated over the sphere. Inserting (16) into (7) gives

|S(R)| ≤ [8Q̄²/R³ + 4|c|Q̄/R²] N′(R). (17)

It remains to control N′(R). Integrating it over all radii gives the number of electrons:

∫₀^∞ N′(R) dR = N < ∞. (18)

There must be radii R_j → ∞ with R_j N′(R_j) → 0. Otherwise some ε > 0 and R₀ would exist with N′(R) ≥ ε/R for all R > R₀, and the integral in (18) would diverge logarithmically. Along these radii (17) tends to zero, and (c) holds. No exponential decay of the density was needed.

The uniqueness result now applies. If ∇·(n₀∇w) = 0, then w is constant. The integral in (14) vanishes at infinity, so w = c, and ρ = −∇²w/4π = 0. A nonzero smooth finite charge distribution always leaves a nonzero divergence under assumption (a).

The argument reaches further. If |w∇w| ≤ C(1+R) at large R, then |S(R)| ≤ C(1+R)N′(R), which vanishes along the same radii. This includes a uniform field, w = Fz, although w is unbounded. For a spherical density, the average of cos²θ over the sphere is 1/3, so

S(R) = F² ∮ n₀ R cos²θ dS = F²R N′(R)/3. (19)

Take F = 0.1 hartree/bohr and the slowly decaying density n₀ = 1/[π²(1+r²)²], which integrates to one. At R = 1000 bohr the program gives RN′ = 1.273×10⁻³ (a pure number), so S = 0.01 × 1.273×10⁻³/3 = 4.24×10⁻⁶ (hartree/bohr)². Meanwhile K(R) has reached 0.009987, close to its limit F²N = 0.01.

**5. The pair of charged balls**

The density in the example is n₀ = e⁻²ʳ/π, that of the nonrelativistic hydrogen 1s state with a fixed point nucleus. The potential difference has k = 0. Each ball has radius a = 1 bohr and source density

ρ(s) = [105q/(32πa³)](1 − s²/a²)² for s < a, (20)

and zero outside, where s is the distance from its centre. The prefactor makes the total source q, because

4π∫₀ᵃ s²(1 − s²/a²)² ds = 4πa³(1/3 − 2/5 + 1/7) = 32πa³/105. (21)

Both ρ and its first derivative vanish at the edge, as (15) requires. With x = s/a, the source within s < a is

q(s) = (105q/8)(x³/3 − 2x⁵/5 + x⁷/7). (22)

Gauss's law gives dw/ds = −q(s)/s². Integrating inward from w(a) = q/a,

w(s) = (q/a){1 + (105/8)[g(1) − g(x)]}, g(x) = x²/6 − x⁴/10 + x⁶/42. (23)

Outside, w = q/s. For q = 1 and s = 0.4 bohr, g(1) − g(0.4) = 0.09048 − 0.02420 = 0.06627 from unrounded terms, and w = 1 + 13.125 × 0.06627 = 1.870 hartree. Direct quadrature of the Coulomb integral gives 1.86982 hartree, in agreement.

The balls have q = 1 at z = 1 bohr and q = −0.5 at z = −1 bohr. They touch at the nucleus but do not overlap, so Q̄ = 1.5. A sphere of radius 2 bohr about the nucleus encloses both. In (hartree/bohr)² the integrals are:

R = 1 bohr: D = −0.52803, K = 0.46325, S = −0.06478
R = 2 bohr: D = −0.68623, K = 0.66218, S = −0.02404
R = 4 bohr: D = −0.67002, K = 0.66990, S = −1.16×10⁻⁴
R = 12 bohr: D = −0.66992, K = 0.66992, S = −3.3×10⁻¹²

The volume integrals and the surface integral are computed separately, and they satisfy (10) within 2×10⁻⁶. K(R) rises steadily, as it must, while D(R) = S(R) − K(R) passes below its limit at 2 bohr, because there S = −0.02404 outweighs the part of K still missing, 0.66992 − 0.66218 = 0.00774. At 1 bohr S is also negative, but the missing part of K is larger and D lies above its limit. A negative S could not occur if the divergence vanished, since (11) would then make S nonnegative.

The bound (17) applies from R = 4 bohr, twice the radius of the sphere that encloses both balls, with c = 0. There N′ = 4πR²n₀ = 64e⁻⁸, so the bound is

8(1.5)²/64 × 64e⁻⁸ = 18e⁻⁸ = 6.04×10⁻³. (24)

The actual |S| is about fifty times smaller. The bound adds the magnitudes of the two sources, which partly cancel in w, and it places all of the source at distance R/2.

The limiting value is

K = 0.6699 (hartree/bohr)² = 1771 (eV/Å)². (25)

By (13), switching on this w suddenly gives the w moment an initial second time derivative of −0.6699 atomic units. The local response can be seen inside the positive ball: at distance 0.3 bohr from the axis and z = 0.7 bohr, ∇·(n₀∇w) = −0.711 hartree/bohr⁵. The density there begins to fall. The sign is not the same throughout the ball: on the axis at z = 1.8 bohr, near its far edge, the divergence is +0.009 hartree/bohr⁵, and the density begins to rise there.

One pair does not show that other combinations also leave a trace. For six balls with q = 1, centred at z = −2.5, −1.5, …, 2.5 bohr, the divergences were sampled on a grid as the columns of a weighted matrix. Its smallest singular value is 0.263 of its largest, so no nonzero combination of these six potentials has zero divergence.

**6. Point charges**

If the potentials contain the same fixed nuclei, the nuclear terms cancel in w and the spatial proof of Section 2 is unaffected. The time expansion (6), however, is not uniform near a cusp. In the example of Section 5, ∇w = 1.5ẑ hartree/bohr at the nucleus, so ∇·(n₀∇w) tends to −(3/π)cosθ there and depends on the direction of approach. At τ = 0.02 the propagated 2(n − n′)/τ² on the axis is about −0.15 at z = 0.02 bohr, against −0.94 from (6), while at z = 0.4 bohr both are −1.31. The region of disagreement shrinks roughly as √τ. Suppose instead that w ≈ q/s near some site, with n₀ > 0 there. Then |∇w|² ≈ q²/s⁴, and the part of K outside a small radius ε behaves as

4πn₀q² ∫_ε s² ds/s⁴ ≈ 4πn₀q²/ε. (26)

For q = 1 at the hydrogen nucleus, 4πn₀ = 4. The computed product εK is 3.9928 at ε = 10⁻⁴ bohr. Since K diverges, (10) cannot be used across the site.

The equation itself still excludes the charge, provided that it is read in the distributional sense: ∫ ∇φ·n₀∇w d³r = 0 for every smooth φ that vanishes outside a bounded region. Choosing φ to vanish near the site shows that ∇·(n₀∇w) = 0 at ordinary points. For a general φ supported near the site, integrate by parts outside s = ε. The outward normal of that region points towards the site, so

∫ ∇φ·n₀∇w d³r = −∮ φ n₀∇w·ŝ dS, (27)

where ŝ points away from the site. The flux obeys

∮ n₀∇w·ŝ dS → n₀(−q/ε²)(4πε²) = −4πq n₀. (28)

The right side of (27) therefore tends to 4πq n₀φ at the site. The left side is taken over s > ε. Its integrand is of size 1/s², which is integrable in three dimensions, so as ε → 0 it tends to the integral over all space, which is zero by assumption. Hence 4πq n₀φ vanishes at the site for every φ, and q = 0. Once every such charge has been excluded, the smooth proof applies to what remains.

For a point source with q = 1 (repulsive, physical charge −1) at z = 1 bohr, added to the pair of balls, the limit (28) is −4e⁻² = −0.54134 atomic units. The computed flux is −0.54372 at ε = 0.1 bohr and −0.54134 at 0.01 bohr. The argument above settles the uniqueness of the spatial equation when n₀ > 0 at every such site and the remainder satisfies (a) to (c). Whether the time expansion behind (6) exists for such a singular difference is a separate question, not answered here.

**7. Why the surface condition cannot be dropped**

Consider the smooth functions

n₀ = π^(−3/2) exp(−x² − y² − z²), w = (√π/2) erfi(z), (29)

where erfi is defined so that dw/dz = exp(z²). The growth of ∇w cancels the decay of n₀ along z:

n₀∇w = π^(−3/2) exp(−x² − y²) ẑ. (30)

This vector does not depend on z and has no other component, so its divergence is zero, although w is not constant. By (5), it describes a change of current that runs along z from one infinity to the other. As much enters each region as leaves it, and the density shows no change at this order.

Assumptions (a) and (b) hold, so (c) must fail. Equation (11) requires S(R) = K(R), and the program finds the common values 0.669, 10.2, 845 and 6.60×10⁵ (hartree/bohr)² at R = 1, 2, 3 and 4 bohr. The growth has no limit: the integrand of K is π^(−3/2) exp(z² − x² − y²), whose integral over a cylinder of unit radius around the z axis diverges with the cylinder's length.

The source of this potential is ρ = −∇²w/4π = −z exp(z²)/(2π), which grows without bound away from the plane z = 0. It is not a finite charge distribution, so Section 4 does not cover it. The example concerns the spatial equation alone; it does not claim that the Schrödinger equation has well-behaved solutions in so steep a potential.

Values computed for the example and the checks

```
Unit ball, w at 0.4 bohr: direct 1.86982, formula 1.86982 hartree
Unit ball, w at 1.7 bohr: direct 0.58824, formula 0.58824 hartree
Pair: q = 1.0, -0.5 at z = 1.0, -1.0 bohr, ball radius 1 bohr
div(n0 grad w) at p=0.3, z=0.7 bohr: -0.71148 a.u.
Integral of |rho| = 1.5 e; enclosing radius 2 bohr
Hydrogen 1s and pair, all integrals in (hartree/bohr)^2:
 R=   1 bohr: D=-0.528033 K=0.463251 S=-6.478e-02
 R=   2 bohr: D=-0.686226 K=0.662184 S=-2.404e-02
 R=   4 bohr: D=-0.670018 K=0.669902 S=-1.156e-04 bound=6.038e-03
 R=   8 bohr: D=-0.669919 K=0.669919 S=-1.539e-08 bound=1.013e-06
 R=  12 bohr: D=-0.669919 K=0.669919 S=-3.277e-12 bound=2.265e-10
K for the pair = 0.66992 (hartree/bohr)^2 = 1771.42 (eV/angstrom)^2
Six balls: smallest/largest singular value of divergence map = 0.2632
Uniform field F = 0.1 hartree/bohr, n0 = 1/(pi^2 (1+r^2)^2):
 R=   10 bohr: R N'=1.248e-01, K=0.008735, S=4.161e-04 (hartree/bohr)^2
 R=  100 bohr: R N'=1.273e-02, K=0.009873, S=4.243e-05 (hartree/bohr)^2
 R= 1000 bohr: R N'=1.273e-03, K=0.009987, S=4.244e-06 (hartree/bohr)^2
Point charge 1 e at z = 1 bohr, flux limit -0.54134 a.u.
 sphere radius 0.1 bohr: flux -0.54372 a.u.
 sphere radius 0.01 bohr: flux -0.54134 a.u.
Point charge at nucleus, eps = 0.0001 bohr: eps*K(outside) = 3.9928, limit 4.0000 a.u.
Counterexample, Gaussian n0 and w = sqrt(pi)/2 erfi(z):
 R=1 bohr: K=0.66892, S=0.66892 (hartree/bohr)^2
 R=2 bohr: K=10.23559, S=10.23559 (hartree/bohr)^2
 R=3 bohr: K=844.80912, S=844.80912 (hartree/bohr)^2
 R=4 bohr: K=659987.01193, S=659987.01193 (hartree/bohr)^2
1D oscillator, w = 1/sqrt(1+x^2), T = 0.02 a.u., K = 0.08686 a.u.
 k=0: max density error 3.8e-03 (relative), derivative of w moment -0.08680 a.u.
 k=1: max density error 2.4e-03 (relative), derivative of w moment -0.08682 a.u.
```
